# Why emitter band-gap narrowing lowers bipolar-transistor current gain

**Q:** I doped the emitter of my npn transistor more heavily, expecting a higher current gain. I am told that the doping also narrowed the emitter's band gap and that this works against me. Which current does the narrowing change?

**A:** Mainly the base current. Under forward bias, electrons cross from emitter to base and are collected, while holes cross from base to emitter and must be resupplied by the base contact. If this back injection is the whole base current, the gain is

\[
\beta=\frac{J_n}{J_p},
\]

where \(J_n\) and \(J_p\) are the magnitudes of the electron and hole particle fluxes. A narrower emitter gap raises the equilibrium hole density in the emitter, so \(J_p\) rises while \(J_n\) hardly moves.

I take the narrowing \(\Delta\) as given and treat it as a rigid reduction of the gap \(E_g\), without band tails or changed masses. The algebra uses atomic units, with \(\theta=k_BT\) and \(V\) the junction voltage expressed as an energy.

**Q:** Why should a heavily n-type region contain more holes? The electrons are still fixed by the donors.

**A:** That fixed electron density is the reason. For a parabolic band of unit mass the density of states is \(\sqrt{2E}/\pi^2\), with \(E\) measured from the conduction edge \(E_c\). Put \(\eta=(E_F-E_c)/\theta\) and \(E=\theta t^2\), so that \(dE=2\theta t\,dt\):

\[
n=\int_0^\infty\frac{\sqrt{2E}}{\pi^2}\,\frac{dE}{1+e^{E/\theta-\eta}}
=\frac{2\sqrt2\,\theta^{3/2}}{\pi^2}\int_0^\infty\frac{t^2\,dt}{1+e^{t^2-\eta}} .
\]

This is \(n=N_cF(\eta)\), with

\[
N_c=2\left(\frac{\theta}{2\pi}\right)^{3/2},\qquad
F(\eta)=\frac{4}{\sqrt\pi}\int_0^\infty\frac{t^2\,dt}{1+e^{t^2-\eta}} .
\]

Neutrality requires \(n=N_E\), the ionized donor density, because the holes are negligible in the charge balance. Hence \(\eta\) is set by \(N_E\) and the temperature. The gap does not enter, and the Fermi level keeps its distance from \(E_c\).

The holes are dilute, so Boltzmann statistics apply to them. Their equilibrium density is \(p_{E0}=N_v e^{(E_v-E_F)/\theta}\), where \(N_v\) is the valence-band counterpart of \(N_c\). Inserting \(E_v=E_c-(E_g-\Delta)\) and \(E_F=E_c+\theta\eta\) gives

\[
p_{E0}(\Delta)=N_v\exp\left[-\frac{E_g-\Delta}{\theta}-\eta\right].
\]

Since \(\eta\) is the same with and without narrowing, division leaves

\[
\frac{p_{E0}(\Delta)}{p_{E0}(0)}=e^{\Delta/\theta}.
\]

The electrons may be degenerate; their statistics sit in \(\eta\), which cancels.

**Q:** That is an equilibrium density. How does it become a current?

**A:** Let \(x\) run from the junction into the emitter. Holes diffuse down their density gradient and drift toward higher \(E_v\):

\[
J_p=-D_p\left(\frac{dp}{dx}-\frac{p}{\theta}\frac{dE_v}{dx}\right).
\]

In equilibrium \(E_F\) is constant, so \(p_{E0}\propto e^{E_v/\theta}\) and \(dE_v/dx=\theta\,p_{E0}'/p_{E0}\). Substitution turns the bracket into a single derivative:

\[
J_p=-D_p\,p_{E0}\frac{d}{dx}\left(\frac{p}{p_{E0}}\right).
\]

With flat quasi-Fermi levels across the junction, the bias separates the electron and hole levels by \(V\), and \(p/p_{E0}=e^{V/\theta}\) at \(x=0\). At an ohmic contact, \(x=W_E\), the ratio is 1. Without recombination in the emitter \(J_p\) is constant, so dividing by \(D_pp_{E0}\) and integrating gives

\[
J_p=\frac{e^{V/\theta}-1}{\displaystyle\int_0^{W_E}\frac{dx}{D_p\,p_{E0}(x)}}
\;\longrightarrow\;
\frac{D_p\,p_{E0}}{W_E}\left(e^{V/\theta}-1\right),
\]

where the last form holds for a uniform emitter. At fixed \(D_p\), \(W_E\) and \(V\), the flux inherits the factor \(e^{\Delta/\theta}\).

**Q:** Real emitters do have recombination. Does it spoil the factor?

**A:** Not in a uniform emitter whose diffusion length \(L\) is unchanged. There the excess density \(s=p-p_{E0}\) obeys \(s''=s/L^2\), with \(s(W_E)=0\). Thus

\[
s(x)=s(0)\frac{\sinh[(W_E-x)/L]}{\sinh(W_E/L)},\qquad
J_p(0)=-D_ps'(0)=\frac{D_p\,s(0)}{L}\coth\frac{W_E}{L}.
\]

Since \(s(0)=p_{E0}(e^{V/\theta}-1)\), the narrowing still enters through \(p_{E0}\) alone. For \(W_E=2L\), recombination raises the flux by a factor of 2.07, with or without narrowing. If heavy doping also shortens \(L\) or changes \(D_p\), those changes multiply the result separately.

**Q:** And the collector current?

**A:** The same argument for electrons crossing a uniform base of neutral width \(W_B\), with negligible recombination and zero collector-base voltage, gives

\[
J_n=\frac{D_n\,n_{B0}}{W_B}\left(e^{V/\theta}-1\right).
\]

Here \(n_{B0}\) is the equilibrium electron density in the base, fixed by the base doping and base gap. Dividing the fluxes cancels the voltage factor:

\[
\beta=\frac{D_n}{D_p}\,\frac{W_E}{W_B}\,\frac{n_{B0}}{p_{E0}},
\qquad
\frac{\beta(\Delta)}{\beta(0)}=e^{-\Delta/\theta}.
\]

**Q:** How large is the loss for 100 meV at room temperature?

**A:** At 300 K, \(\theta=0.02585\) eV. For \(\Delta=0.100\) eV,

\[
\frac{\Delta}{\theta}=3.868,\qquad e^{3.868}=47.9 .
\]

Hole injection rises 48-fold, and the injection-limited gain falls to 2.1% of its former value. A tenfold loss needs only \(\theta\ln10=0.060\) eV. The exponential also magnifies uncertainty: an error of 0.010 eV in \(\Delta\) changes the factor by \(e^{0.387}\approx1.5\).

Consider a model transistor with round parameters:

- gap 1 eV, unit band masses and dielectric constant 10;
- emitter donors \(10^{-4}\) Å\(^{-3}\), base acceptors \(10^{-6}\) Å\(^{-3}\);
- \(W_E=2000\) Å, \(W_B=1000\) Å, \(D_n/D_p=5\) and \(V=0.6\) eV.

Solving neutrality with Fermi occupations gives \(n_{B0}=9.86\times10^{-21}\) Å\(^{-3}\). The emitter hole density is \(2.62\times10^{-23}\) Å\(^{-3}\) before narrowing and \(1.254\times10^{-21}\) Å\(^{-3}\) after. Neglecting the depletion width for now,

\[
\beta(0)=5\times2\times\frac{9.86\times10^{-21}}{2.62\times10^{-23}}\approx3760,
\]

\[
\beta(\Delta)=5\times2\times\frac{9.86\times10^{-21}}{1.254\times10^{-21}}\approx79 .
\]

Under bias the hole density at the emitter edge rises from \(3.1\times10^{-13}\) to \(1.5\times10^{-11}\) Å\(^{-3}\). It remains far below the donor density, as low-level injection requires.

**Q:** The doping ratio is 100, so I would have estimated a gain of \(5\times2\times100=1000\) without narrowing. Why do you get 3760?

**A:** Your estimate uses Boltzmann statistics for the emitter electrons. They are degenerate here, with \(\eta=2.72\). Pauli exclusion pushes \(E_F\) higher than the Boltzmann estimate, which makes holes scarcer. Define \(n_i^2=N_cN_ve^{-E_g/\theta}\) with the original gap. Multiplying the expressions for \(n\) and \(p_{E0}\) gives

\[
np_{E0}=n_i^2\,e^{\Delta/\theta}F(\eta)e^{-\eta}
\equiv n_i^2e^{\Delta_{\rm app}/\theta},
\]

\[
\Delta_{\rm app}=\Delta+\theta\ln\left[F(\eta)e^{-\eta}\right].
\]

The logarithmic term is \(-0.035\) eV, so a true narrowing of 0.100 eV appears as 0.065 eV in a Boltzmann analysis. This term alone raises 1000 to about 3810; the remaining 1.4% comes from the Fermi statistics of the base holes. Relative to your estimate of 1000, the gain falls by about \(e^{0.0654/0.02585}\approx13\), not 48. The factor of 48 compares two emitters with the same doping and the same degenerate electrons, one with narrowing and one without. Before using a quoted narrowing, find out which of the two quantities it is.

**Q:** Does it matter whether the valence edge rises or the conduction edge falls? Only the first seems to help holes.

**A:** In the neutral regions it does not matter. Let the conduction edge fall by \(\Delta_c\) and the valence edge rise by \(\Delta_v\), with \(\Delta_c+\Delta_v=\Delta\). Measure energies from the hole quasi-Fermi level in the base. The emitter electron level is then at \(V\), and neutrality fixes \(E_c=V-\theta\eta\). If \(\phi\) is the electrostatic potential, with its zero chosen so that \(E_c=-\Delta_c-\phi\) in the emitter, then

\[
\phi_E=-\Delta_c-V+\theta\eta .
\]

The electrostatic step to the base therefore shrinks by \(\Delta_c\). Meanwhile \(E_v=V-\theta\eta-E_g+\Delta\) depends on the total narrowing alone. Between the neutral regions, a falling conduction edge reduces the energy step for holes through electrostatics; a rising valence edge reduces it directly. The step for electrons stays the same in both cases. If the valence edge rises abruptly at the junction, a local hole barrier can remain there.

**Q:** But a smaller electrostatic step must change the depletion region.

**A:** It does, and this is the small collector-current correction. On the base side let \(u=(\phi-\phi_B)/\theta\), where \(\phi_B\) is the neutral-base potential, and let \(x\) now run from the junction into the base, with \(W_B\) measured to the edge of the collector depletion region. With dielectric constant \(\kappa\), acceptor density \(N_B\), Boltzmann holes and no spilled electrons, Poisson's equation is

\[
u''=\frac{1-e^{-u}}{\ell^2},\qquad \ell^2=\frac{\kappa\theta}{4\pi N_B}.
\]

In this biased potential, electrons sharing the Fermi level of the base holes would have density \(n_{B0}e^u\). This reference density plays the part that \(p_{E0}\) played for holes, so the flux integral replaces \(W_B\) by

\[
W_{\rm eff}=\int_0^{W_B}e^{-u}dx
=W_B-\ell^2\int_0^{W_B}u''dx
=W_B-\ell^2|u'(0)|,
\]

because \(u'\) vanishes in the neutral base. Multiplying Poisson's equation by \(u'\) and integrating gives \(u'^2/2=(u-1+e^{-u})/\ell^2\). For \(u(0)\gg1\), placing the whole step \(S\) on the base side,

\[
W_{\rm eff}\approx W_B-\sqrt{\frac{2\kappa(S-\theta)}{4\pi N_B}} .
\]

For \(S=0.387\) eV the estimate removes 200 Å, leaving 800 Å. A numerical Poisson solution that includes the emitter side and spilled electrons gives 823 Å. The gain before narrowing is then about 4560 instead of 3760.

Narrowing through \(E_c\) alone reduces the step to 0.287 eV. In the numerical solution the effective base widens from 823 to 838 Å, so the collector flux drops by 1.9%. Narrowing through \(E_v\) alone leaves that flux unchanged at the printed precision, but a wide-gap strip on the base side of the junction adds hole resistance equal to 38 Å of narrowed emitter. Against 2000 Å this reduces the injection factor to about \(47.9/(1+38/2000)=47.0\), as computed. The gain-loss factors are 48.6 for \(E_c\) alone, 47.8 for an equal division and 47.0 for \(E_v\) alone. These are drift-diffusion results, without tunnelling or thermionic limits at the band steps. At an abrupt valence step the barrier is only a few ångströms thick, so diffusion does not describe it well. Adding a thermionic resistance in series, with unit mass and \(D_p\) between 1 and 4 cm\(^2\)/s, lowers the \(E_v\)-only injection factor from 47 to roughly 41–30, far more than the small differences between these factors.

**Q:** Suppose my measured gain falls by much less than 48. Must the narrowing be smaller than 0.100 eV?

**A:** No. There may be another base current that the narrowing does not affect. Base currents add, so

\[
\frac1\beta=\frac1{\beta_{\rm inj}}+\frac1{\beta_{\rm other}} .
\]

With \(\beta_{\rm other}=1000\) and the simple injection gains above, the total gain goes from 790 to 73, a loss of 10.8.

The narrowing may also be nonuniform. If it grows linearly from zero at the junction to \(\Delta\) at the contact, then \(p_{E0}(x)=p_{E0}(0)e^{ax/W_E}\) with \(a=\Delta/\theta\), and

\[
\int_0^{W_E}\frac{dx}{p_{E0}(x)}=\frac{W_E}{p_{E0}(0)}\,\frac{1-e^{-a}}{a}.
\]

Without recombination, injection then rises by \(a/(1-e^{-a})=3.95\). The layers act as resistances in series, and the least narrowed ones dominate. A finite-difference solution of the transport equation confirms the value 3.95. Recombination lowers this factor further, because fewer holes reach the strongly narrowed layers near the contact; for \(W_E=2L\) with uniform \(L\) it is 2.28.

Finally, the base gap may narrow too. A base narrowing \(\Delta_B\) multiplies \(n_{B0}\) by \(e^{\Delta_B/\theta}\), by the same neutrality argument with electrons and holes exchanged. The gain loss becomes \(e^{(\Delta-\Delta_B)/\theta}\), or 10.2 for \(\Delta_B=0.040\) eV.

**Q:** Can temperature help me tell these cases apart?

**A:** Only partly, and only if \(\Delta\) itself varies little with temperature. For uniform narrowing the loss factor is 104 at 250 K, 48 at 300 K and 18 at 400 K, so cooling makes the penalty worse. To tell cases apart, compare each with a smaller uniform narrowing that gives the same loss at 300 K. A narrowed base cannot be recognized this way, because its loss factor has the same form with \(\Delta-\Delta_B\) in place of \(\Delta\). If a temperature-independent fraction \(f\) of the original base current is unaffected by the narrowing, the loss is \(f+(1-f)e^{\Delta/\theta}\), and the constant term reduces its relative change with temperature only modestly. For \(f=0.79\) the loss is 22.6, 10.8 and 4.6 at 250, 300 and 400 K, a stronger trend than the 17.5, 10.8 and 6.0 of a uniform 0.062 eV narrowing. If instead \(\beta_{\rm other}\) stays at 1000 in the model transistor, \(f\) grows on cooling and the loss is 16.7, 10.8 and 6.1, almost the same as for the smaller narrowing. If \(f\) grows fast enough, here beyond 0.90 at 250 K, the loss even shrinks on cooling. For the linearly graded gap without recombination, \(a/(1-e^{-a})\) goes only from 4.7 at 250 K to 3.1 at 400 K, against 5.2 to 2.8 for a uniform narrowing with the same loss at 300 K. Diffusion coefficients, lifetimes and \(\eta\) also vary with temperature, so the slope of the measured gain alone does not determine \(\Delta\).

## Table of computed values

```
Temperature: 300 K
Thermal energy theta: 0.025852 eV
Unnarrowed gap: 1.000 eV
Emitter narrowing: 0.100 eV
Junction voltage energy: 0.600 eV
Emitter donors: 1.000e-04 A^-3
Base acceptors: 1.000e-06 A^-3
Emitter width: 2000 A
Base width: 1000 A
D_n/D_p: 5.0
Dielectric constant: 10.0
Band constant N_c=N_v: 2.50941e-05 A^-3
Emitter eta: 2.7212
Emitter E_F-E_c: 0.07035 eV
Equilibrium holes, no narrowing: 2.62123e-23 A^-3
Equilibrium holes, narrowed: 1.25439e-21 A^-3
Equilibrium base electrons: 9.85753e-21 A^-3
Injected edge holes before: 3.14819e-13 A^-3
Injected edge holes after: 1.50656e-11 A^-3
Narrowing/theta: 3.86817
Injection factor from densities: 47.8549
Injection factor from exponential: 47.8549
Remaining gain fraction: 0.02090
Narrowing for tenfold loss: 0.05953 eV
Pauli shift: -0.03461 eV
Apparent narrowing: 0.06539 eV
Injection-limited gain before: 3760.65
Injection-limited gain after: 78.58
Gain limit from other base current: 1000
Total gain before: 789.94
Total gain after: 72.86
Total gain loss factor: 10.842
Base narrowing example: 0.040 eV
Loss with both gaps narrowed: 10.1849
Linearly graded injection factor: 3.9507
Test diffusion length: 1000 A
Recombining/plain flux: 2.0746
Junction electrostatic step: 0.38740 eV
Depletion-length estimate: 199.90 A
Effective base width: 822.79 A
Junction gain before: 4556.05
Junction strip before: 0.80 A
E_c only: hole ratio 47.700, electron ratio 0.9814
E_c only: strip 3.89 A, step 0.28740 eV
E_c only: gain loss 48.602
equal split: hole ratio 47.484, electron ratio 0.9933
equal split: strip 14.35 A, step 0.33740 eV
equal split: gain loss 47.807
E_v only: hole ratio 46.973, electron ratio 1.0000
E_v only: strip 38.25 A, step 0.38740 eV
E_v only: gain loss 46.973
Injection factor at 250 K: 103.732
Injection factor at 300 K: 47.855
Injection factor at 400 K: 18.195
```
